\section*{Trion and exciton binding ratios with Coulomb and Keldysh forces}

\section{Definitions and conventions}

An exciton is an electron and a hole bound to each other. A negative trion has a second electron, here in a spin singlet, so its orbital wave function is symmetric in the two electrons. Both are treated in the effective-mass model, with masses $m_e$ and $m_h$ and reduced mass $\mu=m_em_h/(m_e+m_h)$. Electron-hole exchange is left out. The algebra uses atomic units; numerical energies are in eV and lengths in \AA.

Let $V(r)>0$ be the repulsion energy of two like unit charges, with $V\to0$ at large distance. For zero total momentum the wave functions depend on the separations $\mathbf x=\mathbf r_1-\mathbf r_h$ and $\mathbf y=\mathbf r_2-\mathbf r_h$. Then $\nabla_1=\nabla_x$, $\nabla_2=\nabla_y$ and $\nabla_h=-(\nabla_x+\nabla_y)$. Inserting these in the sum of $-\nabla_i^2/2m_i$ and using $1/m_e+1/m_h=1/\mu$ gives
\begin{align}
H_X&=-\frac{\nabla_x^2}{2\mu}-V(x),\\
H_T&=-\frac{\nabla_x^2+\nabla_y^2}{2\mu}-\frac{\nabla_x\!\cdot\!\nabla_y}{m_h}
-V(x)-V(y)+V(|\mathbf x-\mathbf y|).
\end{align}
The mixed derivative is the recoil of the hole. With ground energies $E_X$ and $E_T$, the binding energies are
\begin{equation}
B_X=-E_X,\qquad B_T=E_X-E_T .
\end{equation}
$B_X$ is the cost of separating electron and hole. $B_T$ is the cost of splitting the trion into an exciton and a free electron, and not into three free particles.

\section{Coulomb forces}

For $V=1/r$, put $\mathbf r=\boldsymbol\rho/\mu$. Kinetic terms acquire $\mu^2/\mu$ and potential terms $\mu$, so both Hamiltonians are $\mu$ times operators that contain no mass except through $\mu/m_h$. The ratio $B_T/B_X$ therefore depends on the dimension $d$ and on $m_e/m_h$, but not on the overall mass. A uniform dielectric constant also leaves it unchanged, by the same argument.

The exciton is solved by $\psi=e^{-\alpha r}$. Since $\nabla^2\psi=[\alpha^2-(d-1)\alpha/r]\psi$, the $1/r$ terms cancel if $\alpha=2\mu/(d-1)$, and
\begin{equation}
B_X=\frac{\alpha^2}{2\mu}=\frac{2\mu}{(d-1)^2}
=\begin{cases}\mu/2,&d=3,\\ 2\mu,&d=2.\end{cases}
\end{equation}
This nodeless state is the ground state. The trion has no such closed solution, and scaling does not supply its number. A three-body calculation, described next, gives
\begin{center}
\begin{tabular}{lcc}
$B_T/B_X$ & $m_e=m_h$ & $m_h\to\infty$\\
$d=3$ & 4.80\,\% & 5.54\,\%\\
$d=2$ & 12.12\,\% & 11.98\,\%
\end{tabular}
\end{center}
For equal masses, going from three dimensions to two multiplies $B_X$ by 4 and $B_T$ by 10.1. The rise of the ratio is the quotient of these factors, about 2.5.

The heavy-hole case in three dimensions is the hydrogen anion with a clamped nucleus and no relativistic terms. In the basis used here its extra electron is bound by 0.754 eV, against 13.606 eV for the atom: $0.754/13.606=5.54\,\%$. The atomic energy is exact at this precision and the three-body energy is variational, so these figures are lower bounds. The converged values are 0.755 eV and 5.55\,\%, higher by 0.001 eV and 0.01 points.

\subsection{The three-body calculation}

The basis functions are
\begin{equation}
\phi=\exp\!\left[-\tfrac12\left(px^2+qy^2+s|\mathbf x-\mathbf y|^2\right)\right],
\end{equation}
symmetrized by adding the function with $p$ and $q$ exchanged. In a product of two of them the exponents add. Let $p,q,s$ now denote the sums. The quadratic form has the matrix
\begin{equation}
C=\begin{pmatrix}p+s&-s\\-s&q+s\end{pmatrix},\qquad
D=\det C=pq+ps+qs,
\end{equation}
so the overlap is $(2\pi)^dD^{-d/2}$. The inverse matrix gives the variance per Cartesian component of each separation:
\begin{equation}
\sigma_{1h}^2=\frac{q+s}{D},\qquad \sigma_{2h}^2=\frac{p+s}{D},\qquad
\sigma_{12}^2=\frac{p+q}{D}.
\end{equation}
The last follows from $(q+s)+(p+s)-2s=p+q$. Kinetic elements are $\sum_i(2m_i)^{-1}\int\nabla_i\phi_A\cdot\nabla_i\phi_B$. Each gradient is a linear function of $\mathbf x,\mathbf y$ times a Gaussian, so these elements need second moments alone. A pair force enters as the overlap times its average over a Gaussian of width $\sigma$. In two dimensions, where the Fourier transform of that Gaussian is $e^{-q^2\sigma^2/2}$ ($q$ now being the wave number),
\begin{equation}
\langle V\rangle_\sigma=\int\!\frac{d^2q}{(2\pi)^2}\,V(q)\,e^{-q^2\sigma^2/2}.
\end{equation}
Diagonalizing in this basis gives an upper bound to $E_T$. The difference $E_X-E_T$ is formed from two approximate energies, so its quality is judged by convergence: raising the basis from 300 to 450 functions changes the equal-mass ratios from 4.78 to 4.80\,\% and from 12.11 to 12.12\,\%. The heavy-hole ratios were not tested in this way. In three dimensions the equal-mass ratio converges to 4.80\,\%. In two dimensions the drift understates the error, because the added functions keep the same shortest width, which limits how well the sharp cusps of the Coulomb wave function are reproduced. There, widths four times shorter raise the equal-mass ratio to 12.15\,\% with the same number of 450 functions. The converged two-dimensional ratios are 12.16\,\% for equal masses and 12.01\,\% for a heavy hole, so the two-dimensional entries in the table are low by 0.03 to 0.04 points.

\section{The force in a polarizable sheet}

Let charges lie in a thin sheet of in-plane polarizability $\chi$ per area, between media whose mean dielectric constant is $\kappa$. An in-plane charge density $\rho(q)$ produces the potential $2\pi\rho/(\kappa q)$. The sheet adds the induced charge $-\chi q^2\varphi$, so
\begin{equation}
\varphi=\frac{2\pi}{\kappa q}\left(\rho-\chi q^2\varphi\right)
\quad\Longrightarrow\quad
V(q)=\frac{2\pi}{q(\kappa+r_0q)},\qquad r_0=2\pi\chi .
\end{equation}
This is the Keldysh interaction. In real space the angular integral gives a Bessel function. Substituting $r_0q=\kappa t$,
\begin{equation}
V(r)=\int_0^\infty\!\frac{J_0(qr)\,dq}{\kappa+r_0q}
=\frac1{r_0}F\!\left(\frac{\kappa r}{r_0}\right),\qquad
F(u)=\int_0^\infty\!\frac{J_0(ut)}{1+t}\,dt .
\end{equation}
The prefactor is $1/r_0$ without $\kappa$; the surroundings enter through the argument.

\subsection{Expansion at short distance}

With $s=ut$ and an integration by parts, using $J_0'=-J_1$,
\begin{equation}
F(u)=\int_0^\infty\!\frac{J_0(s)}{u+s}\,ds
=-\ln u+\int_0^\infty\! J_1(s)\ln(u+s)\,ds .
\end{equation}
The boundary term at infinity vanishes because $J_0$ decays as $s^{-1/2}$. For $u\to0$ the remaining integral tends to a constant $C_0$, found from a Mellin integral:
\begin{equation}
C_0=\frac{d}{d\nu}\int_0^\infty\! s^\nu J_1(s)\,ds\Big|_{\nu=0}
=\frac{d}{d\nu}\,\frac{2^\nu\,\Gamma(1+\nu/2)}{\Gamma(1-\nu/2)}\Big|_{\nu=0}
=\ln2-\gamma ,
\end{equation}
since $\Gamma'(1)=-\gamma$, with $\gamma$ Euler's constant.

The next terms follow from a differential equation. The function $J_0(ut)$ obeys $(\partial_u^2+u^{-1}\partial_u)J_0(ut)=-t^2J_0(ut)$, and $t^2/(1+t)=t-1+1/(1+t)$. With a convergence factor $e^{-\epsilon t}$, $\epsilon\to0$, one has $\int J_0(ut)\,dt=1/u$ and $\int tJ_0(ut)\,dt=0$ for $u>0$. Hence
\begin{equation}
F''+\frac{F'}u+F=\frac1u .
\end{equation}
Write $F=-\ln u+C_0+f$ with $f(0)=0$. The logarithm and the constant have zero Laplacian for $u>0$, so $f''+f'/u=1/u+\ln u-C_0-f$. The term $1/u$ on the right requires $f=u$ at leading order, because $(\partial_u^2+u^{-1}\partial_u)u=1/u$. At the next order the source $\ln u-C_0$ is matched by $u^2(a\ln u+b)$, whose Laplacian is $4a\ln u+4a+4b$. Thus $a=\tfrac14$, $b=-(C_0+1)/4$, and
\begin{equation}
F(u)=\ln\frac2u-\gamma+u-\frac{u^2}{4}\left[\ln\frac2u+1-\gamma\right]+O(u^3).
\label{eq:short}
\end{equation}
At large $u$ the integral $\int_0^\infty J_0(s)\,ds/(u+s)$ is dominated by $s\ll u$, where the denominator is $u$; with $\int_0^\infty J_0(s)\,ds=1$ this gives $F\simeq1/u$, so $V\simeq1/(\kappa r)$: far apart, the charges see the surroundings and not the sheet.

\section{Leading order and first correction}

Choose the length unit $L$ that makes the kinetic energy scale equal to $1/r_0$:
\begin{equation}
\mathbf r=L\boldsymbol\xi,\qquad \frac1{2\mu L^2}=\frac1{r_0}
\;\Longrightarrow\; L=\sqrt{\frac{r_0}{2\mu}},\qquad
\ell=\frac L{r_0}=\frac1{\sqrt{2\mu r_0}} .
\end{equation}
Then $r_0H_X=-\nabla^2-F(\kappa\ell\xi)$, and $r_0H_T$ contains the same function and the recoil coefficient $r_0/(m_hL^2)=2\mu/m_h$. Before any expansion this shows that, at fixed mass ratio, $r_0B_X$ and $r_0B_T$ are functions of the single parameter $\kappa\ell$.

For small $\kappa\ell$, insert the first terms of Eq.~(\ref{eq:short}) with $\Lambda=\ln[2/(\kappa\ell)]-\gamma$. The exciton gives
\begin{equation}
r_0H_X=h_X-\Lambda-\kappa\ell\,\xi+\dots,\qquad h_X=-\nabla^2+\ln\xi .
\end{equation}
In the trion the two attractions contribute $-2\Lambda$ and the repulsion $+\Lambda$:
\begin{align}
r_0H_T&=h_T-\Lambda+\kappa\ell\,(\xi_{12}-\xi_1-\xi_2)+\dots,\\
h_T&=-\nabla_1^2-\nabla_2^2-\frac{2\mu}{m_h}\nabla_1\!\cdot\!\nabla_2
+\ln\xi_1+\ln\xi_2-\ln\xi_{12}.
\end{align}
Here $\xi_1,\xi_2$ are the electron-hole distances and $\xi_{12}$ is the electron-electron distance. Let $\varepsilon_0$ and $\tau_0$ be the ground energies of $h_X$ and $h_T$. The linear terms are taken in first-order perturbation theory, as averages in the unperturbed ground states:
\begin{align}
r_0B_X&\simeq\Lambda-\varepsilon_0+\kappa\ell\,\langle\xi\rangle_X,
\label{eq:bx}\\
r_0B_T&\simeq c-k\,\kappa\ell,\qquad c=\varepsilon_0-\tau_0,
\label{eq:bt}\\
k&=\langle\xi_{12}-\xi_1-\xi_2\rangle_T+\langle\xi\rangle_X .
\end{align}
In the second line $\Lambda$ has cancelled, because exciton and trion both have a net count of one attractive pair. The omitted terms are formally of order $(\kappa\ell)^2\ln(1/\kappa\ell)$. They come from the quadratic term of the force and from the linear term in second order.

For equal masses the calculation gives
\begin{equation}
\varepsilon_0=0.5265,\quad \tau_0=0.3857,\quad c=0.1408,\quad
\langle\xi\rangle_X=1.265,\quad k=0.476 .
\end{equation}
A heavy hole has $c=0.171$. Since $\tau_0$ is variational, it is slightly too high and $c$ slightly too low; their fourth decimal is not converged. The trion energies for the Keldysh force below come from the same kind of basis, and their last digit is likewise uncertain. As a test of Eq.~(\ref{eq:bt}), the full Keldysh force at the formal value $r_0=4\times10^6$ \AA{} gives $r_0B_T=0.1406$, and the small difference from $c$ corresponds to a slope of 0.473, in agreement with $k$.

\subsection{What the two terms mean}

Adding a constant to $V$ over the whole region occupied by the particles lowers exciton and trion by the same amount. It increases $B_X$ and leaves $B_T$ alone. In the logarithmic regime $\Lambda$ is such a constant, and it grows with $r_0$ because the complexes become smaller relative to $r_0$.

The virial theorem shows where the leading trion binding resides. Stretch a normalized ground state by a factor $\lambda$. Its kinetic energy becomes $\langle T\rangle/\lambda^2$, while its potential energy gains $\ln\lambda$, since there is one net attractive logarithm. Stationarity at $\lambda=1$ gives $-2\langle T\rangle+1=0$, so $\langle T\rangle=\tfrac12$ for both complexes. The kinetic energies cancel in $c$, and the binding is the difference of the average logarithms. With Coulomb forces the same argument gives $\langle T\rangle=-E$, and the trion has the larger kinetic energy.

The linear term makes $V$ larger than the pure logarithm. For the exciton this adds attraction $\kappa\ell\langle\xi\rangle_X$. For the trion the net added attraction is $\kappa\ell\langle\xi_1+\xi_2-\xi_{12}\rangle_T$. By the triangle inequality it cannot be negative, but its coefficient is $1.265-0.476=0.789$, smaller than that of the exciton. The exciton is lowered more, and $B_T$ decreases.

\section{The ratio}

Since $2/\ell=\sqrt{8\mu r_0}$, the leading terms give
\begin{equation}
\frac{B_T}{B_X}\simeq
\frac{c}{\tfrac12\ln(8\mu r_0/\kappa^2)-\gamma-\varepsilon_0}
\qquad(\kappa\ell\ll1).
\end{equation}
The ratio tends to zero as $r_0\to\infty$, though only logarithmically. In the opposite limit, $\kappa\ell\gg1$, the force is Coulombic and the ratio returns to its Coulomb value, about 12\,\% for equal masses. Between the limits the full calculation for equal masses gives
\begin{center}
\begin{tabular}{cccc}
$\kappa\ell$ & $r_0B_X$ & $r_0B_T$ & ratio\\
0.514 & 0.73 & 0.057 & 7.84\,\%\\
0.325 & 1.04 & 0.074 & 7.12\,\%\\
0.163 & 1.58 & 0.0965 & 6.10\,\%\\
0.081 & 2.19 & 0.114 & 5.19\,\%
\end{tabular}
\end{center}
These rows are $r_0=4$, 10, 40 and 160 \AA{} with $m_e=m_h=0.5$ and $\kappa=1$. With these parameters the mean electron-hole distance of the exciton is only 3.4 and 4.9 \AA{} in the first two rows. This is comparable to a lattice spacing or a monolayer thickness, where the continuum model does not describe a real sheet. These two rows are to be read as values of the scaled functions at the given $\kappa\ell$. Both scaled energies rise down the table. The trion energy approaches its ceiling $c=0.141$, while the exciton energy continues to grow, so the ratio falls.

\section{Worked example and the meV scale}

Take the round parameters $m_e=m_h=0.5$ (so $\mu=0.25$), $r_0=40$ \AA{} and $\kappa=1$. Then $e^2/r_0=0.360$ eV, $L=6.51$ \AA{} and $\ell=0.1627$. The mean electron-hole distance of the exciton in the logarithmic limit is $1.265L=8.2$ \AA, well below $r_0$. The trion is larger.

For the exciton, $\Lambda-\varepsilon_0=\ln(2/0.1627)-0.577-0.527=1.405$, and the correction is $0.1627\times1.265=0.206$. Hence
\begin{equation}
B_X\simeq(1.405+0.206)\times0.360\ \text{eV}=0.580\ \text{eV}.
\end{equation}
The full Keldysh calculation gives 0.570 eV, so the estimate is 2\,\% too high.

For the trion, the correction is $0.1627\times0.476=0.077$, and
\begin{equation}
B_T\simeq(0.141-0.077)\times0.360\ \text{eV}=0.023\ \text{eV}.
\end{equation}
The full result is 0.0347 eV, or 34.7 meV. Leading order alone gives 0.051 eV. Relative to the full result, leading order is 46\,\% too high and first order 34\,\% too low. The two orders give the scale, and in this case they enclose the result, but they do not replace the three-body calculation.

The poor relative accuracy has a simple origin. In units of $e^2/r_0$, first order leaves $B_X$ too high by 0.028 and $B_T$ too low by 0.033. Since $E_T=-B_X-B_T$, the trion energy itself is off by only 0.005, and most of the error in $B_T$ is that of the exciton with the sign reversed. An error near 0.03 is small beside $r_0B_X=1.58$ and large beside $r_0B_T=0.0965$.

The computed ratio is $0.0347/0.570=6.1\,\%$. The leading terms alone would give $0.141/1.405=10\,\%$. At this $r_0$ the leading formula therefore overestimates the ratio; the finite size of the complexes, which raises $B_X$ and lowers $B_T$ relative to their leading values, accounts for the difference.

\subsection{Surroundings and masses}

With the same masses, the full calculation gives
\begin{center}
\begin{tabular}{ccccc}
$r_0$ (\AA) & $\kappa$ & $B_X$ (eV) & $B_T$ (eV) & ratio\\
40 & 1 & 0.570 & 0.0347 & 6.10\,\%\\
50 & 1 & 0.483 & 0.0287 & 5.94\,\%\\
40 & 2 & 0.374 & 0.0266 & 7.12\,\%\\
50 & 2 & 0.323 & 0.0224 & 6.94\,\%
\end{tabular}
\end{center}
These trion energies, 22 to 35 meV, are $e^2/r_0$ times a coefficient between 0.07 and 0.10. This range holds for these masses, $r_0$ of 40 to 50 \AA{} and $\kappa$ of 1 to 2. It is not universal: at $r_0=10$ \AA{} and $\kappa=1$ the model gives 0.106 eV.

Raising $\kappa$ from 1 to 2 at 40 \AA{} multiplies $B_X$ by 0.66 and $B_T$ by 0.77. The exciton loses $\ln2$ from $\Lambda$, partly offset by its linear term. The trion has no such logarithm to lose, and changes through its finite size. The ratio consequently rises. The row with $r_0=40$ \AA, $\kappa=2$ has the same $\kappa\ell$ as $r_0=10$ \AA, $\kappa=1$, and the same ratio of 7.12\,\%, as the scaling requires.

Doubling both masses at 40 \AA{} and $\kappa=1$ multiplies $B_X$ by 1.19 and $B_T$ by 1.10, to 0.038 eV. At leading order $B_T$ does not depend on the overall mass; the increase enters through the smaller $\ell$.

\subsection{Where the estimate fails}

Equation~(\ref{eq:bt}) vanishes at $\kappa\ell=c/k=0.30$. Beyond that it predicts an unbound trion, although the full calculation still finds binding: for $r_0=40$ \AA{} and $\kappa=2$, where $\kappa\ell=0.33$, it gives 0.0266 eV. The first-order formula is quantitative when $k\kappa\ell\ll c$, a stronger condition than $\kappa\ell\ll1$.

The model itself requires complexes larger than the sheet thickness and the lattice spacing, nearly parabolic bands, and a static dielectric response. Exchange, phonons and free carriers from doping are absent. The energies are therefore results for a model sheet and not predictions for a particular material. The numerical check checks the matrix elements, the Keldysh average and the exciton energies for Coulomb forces and for the worked example by independent calculations. It compares the logarithmic limit with the full Keldysh force at very large $r_0$, using the same kind of basis for both.

\section*{Computed results}
\begin{verbatim}
COULOMB FORCES, ratio B_T/B_X in percent
3D equal masses: 4.80
3D heavy hole: 5.54
2D equal masses: 12.12
2D heavy hole: 11.98
3D equal masses, 300 functions: 4.78
2D equal masses, 300 functions: 12.11
basis functions in main runs: 450
2D/3D exciton binding, equal masses: 4.000
2D/3D trion binding, equal masses: 10.10
H atom binding: 13.606 eV
H- binding of extra electron: 0.754 eV
H- total energy, Gaussians: -14.360 eV
H- total energy, full CI aug-cc-pVQZ: -14.344 eV
LOGARITHMIC LIMIT, pure numbers
eps0 = 0.5265, tau0 = 0.3857
c equal masses = 0.1408, heavy hole = 0.1708
c equal masses, both masses doubled = 0.1408
<xi> exciton = 1.2647, k = 0.4759
Keldysh at r0 = 4e+06 angstrom: r0 B_T = 0.1406
slope k from that run = 0.4726
EXAMPLE: masses 0.5, r0 = 40 angstrom, kappa = 1
e^2/r0 = 0.3600 eV
L = 6.506 angstrom, l = L/r0 = 0.1627
mean electron-hole distance, log limit: 8.23 angstrom
B_X full = 0.5700 eV, radial grid 0.5700 eV
B_X log only = 0.5060 eV
B_X log + first order = 0.5800 eV
B_T full = 0.0347 eV = 34.7 meV
B_T with 300 functions = 0.0347 eV
B_T log only = 0.0507 eV
B_T log + first order = 0.0228 eV
r0 B_T full = 0.0965, r0 B_X full = 1.5832
SCAN OF r0, masses 0.5, kappa = 1
r0 4 angstrom: B_X 2.6340 eV, B_T 0.2066 eV, ratio 7.84 %
r0 10 angstrom: B_X 1.4960 eV, B_T 0.1064 eV, ratio 7.12 %
r0 40 angstrom: B_X 0.5700 eV, B_T 0.0347 eV, ratio 6.10 %
r0 160 angstrom: B_X 0.1973 eV, B_T 0.0102 eV, ratio 5.19 %
SURROUNDINGS AND MASS
r0 40 angstrom, mass 0.5, kappa 1: B_X 0.5700 eV, B_T 0.0347 eV, ratio 6.10 %
r0 50 angstrom, mass 0.5, kappa 1: B_X 0.4832 eV, B_T 0.0287 eV, ratio 5.94 %
r0 40 angstrom, mass 0.5, kappa 2: B_X 0.3740 eV, B_T 0.0266 eV, ratio 7.12 %
r0 50 angstrom, mass 0.5, kappa 2: B_X 0.3228 eV, B_T 0.0224 eV, ratio 6.94 %
r0 40 angstrom, mass 1.0, kappa 1: B_X 0.6774 eV, B_T 0.0381 eV, ratio 5.63 %
kappa 1 to 2 at 40 angstrom: B_X times 0.656, B_T times 0.766
mass 0.5 to 1 at 40 angstrom: B_X times 1.189, B_T times 1.097
\end{verbatim}
